# Droplet Polynuclear Growth Heights by Patience Sorting

In polynuclear growth of an edge, rows nucleate at random and each nucleus spreads sideways at a fixed speed \(v\). In the droplet geometry a seed row starts at \(x=0\), \(t=0\), and new rows nucleate only on top of it or of later rows. The height \(h(x,t)\), counted in rows above the seed row, equals the largest number of nucleation events in a chain in which each event could have sent a kink past the place of the next before that one occurred. Give an event at place \(x'\) and time \(s\) the coordinates

\[
u=vs+x',\qquad w=vs-x'. \tag{1}
\]

Then \(h(x,t)\) is the length of the longest increasing subsequence of the \(w\) values, read in order of \(u\), over the events with

\[
0<u<vt+x,\qquad 0<w<vt-x. \tag{2}
\]

Patience sorting, a card game with one rule, finds this length as a number of piles. The upper limits in (2) are the backward light cone of \((x,t)\). The lower limits are the forward cone of the seed, and the droplet needs both. The backward cone alone gives the height on an edge that nucleates everywhere.

## Seven cards by hand

Let \(v=2\) nm/ms, and ask for the height at \(x=0\) after 200 ms. Then \(vt=400\) nm, and \(u\) and \(w\) must lie between 0 and 400 nm. Nine events are given, and two of them drop out:

- The event at \(x'=150\) nm, \(s=40\) ms has \(w=80-150=-70\) nm. The seed row then reaches only 80 nm from the origin, so there is nothing to nucleate on.
- The event at \(x'=170\) nm, \(s=150\) ms has \(u=300+170=470\) nm. Its kink needs 85 ms to reach the origin and has 50 ms.

The other seven are written in order of \(u\). Each \(w\) is a card. The rule is to put it on the leftmost pile whose top card is not smaller, and to open a new pile on the right if there is none.

| Event | \(x'\) (nm) | \(s\) (ms) | \(u\) (nm) | \(w\) (nm) | Pile tops afterwards |
|---|---|---|---|---|---|
| a | −50 | 45 | 40 | 140 | 140 |
| b | 20 | 30 | 80 | 40 | 40 |
| c | −110 | 115 | 120 | 340 | 40, 340 |
| d | −30 | 95 | 160 | 220 | 40, 220 |
| e | 90 | 75 | 240 | 60 | 40, 60 |
| f | 60 | 110 | 280 | 160 | 40, 60, 160 |
| g | 10 | 155 | 320 | 300 | 40, 60, 160, 300 |

There are four piles, so four rows lie above the seed row at the origin, five with the seed row counted. A chain of four is b, e, f, g. From b to e, for example, the distance is 70 nm, and a kink covers 90 nm in the 45 ms between them.

In this example the final tops happen to form a chain. That is not general: the cards 2, 3, 1 end with tops 1, 3, although 1 came after 3. The number of piles is still right, because 2, 3 is a chain of two.

## Why the height is a longest chain

Call the seed row row 0. A nucleus of row \(k\) forms on row \(k-1\), and its two kinks run apart at speed \(v\). If nothing else happened, it would cover the places and times in its forward cone, \(|x-x'|<v(t-s)\). Two facts make this true in the presence of other nuclei.

First, the row below is always there to carry it. The nucleus lies on row \(k-1\), hence in the forward cone of some nucleus of that row (or of the seed, if \(k=1\)). A forward cone that starts inside another with the same slopes stays inside it.

Second, when two terraces of the same row meet, their facing kinks annihilate and the terraces become one. The covered region is then the union of the two cones.

So row \(k\) covers \((x,t)\) if and only if a nucleus of row \(k\) lies in the backward cone of \((x,t)\). The height is the largest row number found among the nuclei in that cone, or zero if there are none. The same statement applied just before an event \(e\) gives its own row number:

\[
k(e)=1+\max_{e'\ \text{in the past cone of}\ e}k(e'), \tag{3}
\]

with the maximum set to zero if the past cone holds no accepted event. Repeated use of (3) shows that \(k(e)\) is the length of the longest chain ending at \(e\), and \(h\) is the longest chain in the region (2).

It remains to translate "past cone". Event \(e'\) lies in the past cone of \(e\) when \(|x_e-x_{e'}|<v(s_e-s_{e'})\), which is the pair of conditions

\[
v(s_e-s_{e'})+(x_e-x_{e'})>0,\qquad v(s_e-s_{e'})-(x_e-x_{e'})>0 .
\]

By (1) these are \(u_e>u_{e'}\) and \(w_e>w_{e'}\). A chain therefore increases in both coordinates. Ties have probability zero for random events.

This identity is geometric. It holds for any set of events, however they were produced, as long as all kinks have the same constant speed. If left-moving and right-moving kinks have different constant speeds \(v_-\) and \(v_+\), the same argument works with \(u=v_-s+x'\) and \(w=v_+s-x'\). If the speed varies in time but is the same for all kinks at each moment, the identity survives with \(vs\) and \(vt\) replaced by the distances a kink covers up to times \(s\) and \(t\). If speeds fluctuate from kink to kink, the cones lose their common shape and the identity in general fails.

## Why the piles count the chain

The tops increase from left to right at every stage. A new card \(w\) lands on the leftmost top that is not smaller, so the tops to its left are smaller than \(w\), and those to its right exceed the old top and hence \(w\).

Take a card in pile \(k\). When it was placed, the top of pile \(k-1\) was smaller and had come earlier. Step back to that card, then likewise to pile \(k-2\), and so on. This yields a chain of \(k\) cards ending at the chosen one.

No longer chain ends there. Suppose \(w_1<w_2\) and card 1 came first, in pile \(j\). Tops in a pile never grow, so when card 2 arrives the top of pile \(j\) is at most \(w_1\), and all tops up to pile \(j\) are smaller than \(w_2\). Card 2 must land to the right of pile \(j\). Along a chain the pile numbers thus rise by at least one per card, and a card in pile \(k\) ends no chain longer than \(k\).

The pile number is therefore the row number (3) of the event: in the table, events c, d and e all nucleated the second row above the seed.

**The whole profile in one pass.** The top of pile \(k\) is its smallest card, hence the smallest \(w\) at which a chain of \(k\) events can end so far. To find \(h(x,t)\), process all events of the seed cone with \(u<vt+x\) and count the tops below \(vt-x\). Take \(x=120\) nm at 200 ms, where the limits are \(u<520\) nm and \(w<280\) nm. The event with \(u=470\) nm, \(w=130\) nm now takes part. It replaces the top 160, leaving 40, 60, 130, 300. Three tops lie below 280, so \(h=3\).

For \(n\) events, ordering by \(u\) costs of order \(n\log n\) operations. Each card then needs a binary search among the current tops, and only the tops need be kept from one card to the next.

## Random events

Let nucleation be a Poisson process with constant rate \(J\) per length and time wherever a row is available. From (1),

\[
\left|\frac{\partial(u,w)}{\partial(s,x')}\right|
=\left|\det\begin{pmatrix}v&1\\ v&-1\end{pmatrix}\right|=2v,
\qquad ds\,dx'=\frac{du\,dw}{2v}.
\]

The density in the \((u,w)\) plane is \(\lambda=J/(2v)\), and the rectangle (2) holds on average

\[
N=\frac{J}{2v}(vt+x)(vt-x)=\frac{J(v^2t^2-x^2)}{2v} \tag{4}
\]

events. Given their number, the events are independent and uniform in the rectangle, so \(u\) and \(w\) are independent. After ordering by \(u\), the \(w\) values are still independent uniform random numbers. An ensemble of heights at one point thus needs no simulation of kinks and no ordering: draw a Poisson number with mean \(N\), draw that many random numbers, and count piles. The distribution of \(h\) depends on \(J,v,x,t\) through \(N\) alone. The height is zero with probability \(e^{-N}\), which approaches one at the ends of the seed row, where \(N\) goes to zero. If \(J\) varies in time, the chain identity survives, but this shortcut in general does not: the density in the rectangle is no longer uniform, and \(u\) and \(w\) are then usually dependent. An exponential \(J(s)\) is an exception, because it factorizes into a function of \(u\) times a function of \(w\).

## Bounds on the mean height

A left-moving kink has constant \(u\), and a right-moving kink has constant \(w\). Let extra left-moving kinks enter the rectangle through the axis \(w=0\) with Poisson density \(\alpha\), and extra right-moving ones through \(u=0\) with density \(\beta\). They act as additional nuclei placed on the axes.

Divide the rectangle into small cells \(du\times dw\). A left-moving kink enters a cell with probability \(p=\alpha\,du\), and independently a right-moving one with \(q=\beta\,dw\). A single kink passes through, two annihilate, and an empty cell nucleates a pair with probability \(r\). Choose \(r\) so that \((1-p)(1-q)r=pq\). The outgoing probabilities are

\[
\begin{aligned}
P(\text{both})&=(1-p)(1-q)r=pq,\\
P(\text{left only})&=p(1-q),\qquad P(\text{right only})=q(1-p),\\
P(\text{none})&=pq+(1-p)(1-q)(1-r)=(1-p)(1-q).
\end{aligned}
\]

The kinks leave as they came, independent and with the same probabilities, and so enter the next cells in the same way. For small cells \(r\to\alpha\beta\,du\,dw\), which is the required nucleation probability if \(\alpha\beta=\lambda\). Nucleation in a cell that a kink also enters has a total probability that vanishes with the cell size.

Walk from the origin of the rectangle along \(w=0\) to \(u=U=vt+x\), then up to \(w=W=vt-x\). Every kink crossed raises the height by one, so the mean height with sources is \(\alpha U+\beta W=\alpha U+\lambda W/\alpha\). Its derivative \(U-\lambda W/\alpha^2\) vanishes at \(\alpha=\sqrt{\lambda W/U}\), where both terms equal \(\sqrt{\lambda UW}=\sqrt N\). Removing the sources cannot lengthen any chain, hence

\[
\langle h(x,t)\rangle\le2\sqrt N,\qquad
\langle h(0,t)\rangle\le t\sqrt{2Jv}. \tag{5}
\]

With \(\alpha\) larger than the best value by a factor \(c\), the mean with sources is \((c+1/c)\sqrt N\). For \(N=1200\) this gives 69.28 rows at \(c=1\) and 75.06 at \(c=1.5\). Samples with sources gave \(69.23\pm0.09\) and \(74.81\pm0.14\), where the errors here and below are one standard error.

A lower bound follows by joining chains. A chain from the origin at time 0 to the origin at \(t_1\) can be continued by one in the forward cone of \((0,t_1)\), up to time \(t_1+t_2\). Hence

\[
\langle h(0,t_1+t_2)\rangle\ge\langle h(0,t_1)\rangle+\langle h(0,t_2)\rangle. \tag{6}
\]

For \(m\) equal intervals, \(\langle h(0,mt)\rangle/(mt)\ge\langle h(0,t)\rangle/t\). The long-time speed is therefore at least \(\langle h(0,t)\rangle/t\) for any \(t\), and by (5) at most \(\sqrt{2Jv}\).

## An edge of a MoS2 monolayer

Consider a zigzag edge of a MoS2 monolayer during chemical vapour deposition near 1050 K. A mirror plane perpendicular to this edge makes the two kink directions equivalent, which supports a single \(v\). The lattice spacing along the edge is roughly 0.32 nm, so rows are \(0.32\times\sqrt3/2=0.277\) nm apart. Assume \(J=0.3\) /(nm s) and \(v=2000\) nm/s. At \(t=2\) s,

\[
N=\frac{0.3\times2000\times2^2}{2}=1200,\qquad 2\sqrt N=69.28 .
\]

In one realization 1167 events fell in the allowed region, and patience sorting gave 68 rows. A direct simulation of the same events, moving and annihilating kinks without reference to chains, gave the same height there and at 14 other positions, and the same row for every nucleus. At \(x=\pm3500\) nm the height was 28 rows, where (4) gives \(N=281\) and the bound on the mean is 33.5.

Ensembles at the origin gave:

| \(t\) (s) | \(N\) | Mean \(h\) | Bound (5) | Standard deviation |
|---|---|---|---|---|
| 0.5 | 75 | 14.25 | 17.32 | 1.77 |
| 2 | 1200 | 64.01 | 69.28 | 2.91 |
| 4 | 4800 | 132.00 | 138.56 | 3.65 |

The mean lies below the bound by 18 % of the bound at 0.5 s and by 5 % at 4 s. The last row puts the long-time speed between about 33 and 34.64 rows/s, or between roughly 9.1 and 9.6 nm/s. The sampled mean 132.00 has a standard error of 0.08 and happens to lie high: the exact distribution of the longest increasing subsequence of a Poisson number of points gives 131.81, hence a lower limit of 32.95 rows/s. A theorem of Logan and Shepp and of Vershik and Kerov, not proved here, shows that the long-time speed equals the upper limit \(\sqrt{2Jv}\).

The standard deviation measures the roughening at a fixed point over repeated growth. From 0.5 to 4 s it rises by a factor 2.06 while time rises by 8, an effective exponent of \(0.348\pm0.009\). If sites grew independently by Poisson arrivals, the variance would equal the mean and the exponent would be 1/2; the spread at 2 s would be \(\sqrt{64}=8\) rows instead of 2.9. Sideways spreading of the terraces thus smooths the edge strongly. The exponent 1/3 of the Kardar–Parisi–Zhang class is compatible with these data, but three finite times do not establish it. For this model it is a theorem of Baik, Deift and Johansson, not proved here: the spread grows as \(N^{1/6}\), that is as \(t^{1/3}\), at long times.

## The model beside a real edge

Domains of order 10 µm grown in of order ten minutes correspond to edge speeds of order 10 nm/s, so the speed here has a realistic order of magnitude. It constrains only the product \(Jv\); the separate values are assumptions. Real edges break the model in several ways.

**Nucleation on the bare edge.** A long edge that stays inert except for one seed is an idealization. If the bare edge nucleates at the same \(J\) and carries no seed, the mean at 2 s is 66.7 rows at every position, against 65.0 at the origin of the droplet with its seed row counted. Away from the origin the droplet falls further behind, to about 56 rows at \(x=\pm2000\) nm and about 31 at \(\pm3500\) nm. A finite edge can also change the height if it cuts into the region from which events can act. For the droplet at 2 s, the events that can affect the height at the origin lie on a 4 µm stretch of edge, and the whole seed row spans 8 µm. If the bare edge nucleates too, the stretch for the origin is 8 µm long, the width \(2vt\) of the backward cone at time zero. These lengths are sufficient, not necessary: a shorter edge may give nearly the same height.

**Competition for precursor.** The steady state of the source construction serves here as an estimate for the centre of the droplet, which approaches it only at long times. At \(x=0\) it has \(\alpha=\beta=\sqrt{J/(2v)}\). The kink density is \(\sqrt{2J/v}=0.0173\) /nm and the mean gap 57.7 nm. Suppose precursor arrives uniformly on the edge, diffuses a length \(L\) before it desorbs, and is absorbed at kinks. In a gap \(g\) its scaled concentration obeys \(L^2y''-y+1=0\) with \(y=0\) at both ends, so

\[
y(z)=1-\frac{\cosh[(z-g/2)/L]}{\cosh[g/(2L)]},\qquad
L\,y'(0)=\tanh\frac{g}{2L}.
\]

The last expression is the supply from that side relative to an isolated kink. Averaged over the exponential gaps of a Poisson distribution, it slows kinks by 11 % for an assumed \(L=5\) nm and by 34 % for 20 nm. At fixed \(J\) the speed scale \(\sqrt{2Jv}\) falls by about 6 % and 19 %. This is a first estimate, and it errs on the low side, because slower kinks are denser and compete more. If the density \(\sqrt{2J/v}\) is evaluated self-consistently with the reduced speed, the slowing for \(L=20\) nm becomes 40 % and the fall of the speed scale 23 %; for \(L=5\) nm the fall stays near 6 %. The estimate also takes the gaps to remain exponential and the precursor to adjust quickly compared with the motion of the kinks, and it leaves out the effect on \(J\).

**Temperature.** If \(\sqrt{2Jv}\) has an activation energy of 2 eV, an assumed value, a drift of 5 K changes the edge speed by 11 %. The random spread at 2 s is 4.5 % of the mean height, so between two runs held 5 K apart the change in speed would exceed this spread.

**Kink motion and nucleus size.** A kink lives on average \(\alpha/J=1/\sqrt{2Jv}=28.9\) ms and travels 57.7 nm. The lifetime itself varies from kink to kink by about as much as its mean, which the model already contains. If units attach at random, site by site, and never detach, the distance covered in a fixed 28.9 ms scatters by 4.3 nm, or 7 %; the resulting change in height was not computed. Detachment increases the scatter at the same mean speed. The model also leaves out kinks created by thermal fluctuations, so it applies only to an edge on which these are rare beside the growth kinks. If thermal kinks of energy \(E\) have the density \(2e^{-E/k_BT}/a\), with \(a\) the lattice spacing along the edge, they are as dense as the growth kinks at \(E\approx0.53\) eV for 1050 K. The kink energy must lie well above this value, which is not established here for MoS2. A nucleus three sites wide gives each kink a head start of 0.48 nm, 0.8 % of the path.

For these assumed numbers, a growth time of 2 s and the height at the origin, precursor competition and temperature control matter more than the choice between droplet and bare edge, which changes the mean by about 3 %. This holds only near the centre: at 2 µm from the seed the two geometries differ by about 16 %, and by more further out. Most of the values quoted here appear in the numerical output below; the others are inputs or estimates stated in the text, or follow from the formulas and the output by simple arithmetic.

## Computed results

```
SMALL SET: kink speed 2 nm/ms
observation time 200 ms, events 9, allowed 7
x=-50 nm, s=45 ms, u=40 nm, w=140 nm, pile 1
x=20 nm, s=30 ms, u=80 nm, w=40 nm, pile 1
x=-110 nm, s=115 ms, u=120 nm, w=340 nm, pile 2
x=-30 nm, s=95 ms, u=160 nm, w=220 nm, pile 2
x=90 nm, s=75 ms, u=240 nm, w=60 nm, pile 2
x=60 nm, s=110 ms, u=280 nm, w=160 nm, pile 3
x=10 nm, s=155 ms, u=320 nm, w=300 nm, pile 4
excluded: x=150 nm, s=40 ms, u=230 nm, w=-70 nm
excluded: x=170 nm, s=150 ms, u=470 nm, w=130 nm
final pile tops w (nm): [40, 60, 160, 300]
small-set height above seed row: 4 rows
MoS2 EDGE: rough or assumed parameters
J=0.3 /(nm s), v=2000 nm/s, t=2.0 s, T=1050 K
lattice spacing 0.32 nm, row spacing 0.277 nm
mean allowed events N at origin: 1200
one run: 1167 allowed events, height 68 rows
same run, bare edge also nucleates: 2373 events, 74 rows
one-run heights, x=-3500 to 3500 nm in steps of 500 nm:
[28, 45, 47, 54, 59, 62, 64, 68, 67, 65, 62, 53, 48, 38, 28]
t=0.5 s: N=75, mean h=14.25 +/- 0.03, spread=1.77, bound=17.32 rows
t=2.0 s: N=1200, mean h=64.01 +/- 0.05, spread=2.91, bound=69.28 rows
t=4.0 s: N=4800, mean h=132.00 +/- 0.08, spread=3.65, bound=138.56 rows
effective spread exponent, 0.5 to 4 s: 0.348 +/- 0.009
long-time speed between 33.00 (sampled) and 34.64 rows/s
the same in nm/s: 9.15 and 9.60
at 2 s: mean advance 17.74 nm, spread 0.81 nm, relative 4.5 %
sources, factor 1.0: sampled 69.23 +/- 0.09, predicted 69.28 rows
sources, factor 1.5: sampled 74.81 +/- 0.14, predicted 75.06 rows
NEGLECTED EFFECTS
bare edge nucleates: mean 66.71 rows, against 65.01 with seed row counted
drift of 5 K, assumed 2.0 eV: edge speed changes by 11.0 %
kink density 0.0173 /nm (one run 0.0182), mean gap 57.7 nm
assumed diffusion length 5 nm: kinks slowed by 11 %
assumed diffusion length 20 nm: kinks slowed by 34 %
kink life 28.9 ms, path 57.7 nm, random scatter 4.3 nm (7 %)
nucleus 3 sites wide: head start 0.48 nm per kink, 0.8 % of path
seed row length at 2 s: 8.0 um; edge needed for origin height: 4.0 um
```
